\section*{Initial Defects and the Local Weibull Slope of Low-k Breakdown}

\section{What is being counted}

\textbf{Q:} I have put the breakdown times of a low-$k$ dielectric on a Weibull plot and fitted a straight line. If I suspect that some defects were present before the stress began, what should I expect to change?

\textbf{A:} We need a model in which the question has a definite answer. Divide the dielectric between two metal lines into $N$ columns, each a chain of $n$ cells reaching from one line to the other. A cell is either sound or defective, and a defective cell stays defective. The structure breaks down when at least one column is defective throughout. Let
\begin{equation}
p(t)=p_0+q(t),\qquad q(t)=c\,t^a,\qquad p_0>0,\ a>0,
\label{eq:p}
\end{equation}
be the probability that a given cell is defective at time $t$. Here $p_0$ is the probability that it was defective at the start, and $q$ is the probability that it was sound then and has become defective since. These two events exclude each other, so their probabilities add. The power law can hold only while $p$ is well below 1.

\textbf{Q:} And the structure as a whole?

\textbf{A:} Assume that the cells are independent and share the same $p$. A column is wholly defective with probability $p^n$ and escapes with probability $1-p^n$. The structure survives if all $N$ columns escape:
\begin{equation}
S=(1-p^n)^N,\qquad H\equiv-\ln S=-N\ln(1-p^n).
\label{eq:S}
\end{equation}
The failed fraction is $F=1-S$, and $H$ is the cumulative hazard.

\section{The local slope}

\textbf{Q:} A Weibull distribution has one slope. What does ``slope'' mean for (\ref{eq:S})?

\textbf{A:} For a Weibull distribution $S=\exp[-(t/\tau)^\beta]$, so $W\equiv\ln H=\beta\ln t-\beta\ln\tau$ is a straight line in $\ln t$. For any other distribution, $\beta\equiv dW/d\ln t$ is the local slope of the same plot. Since $W=\ln H$,
\begin{equation}
\beta=\frac1H\frac{dH}{d\ln t}.
\end{equation}
Write $u=p^n$. From (\ref{eq:p}), $dq/d\ln t=aq$, while $p_0$ is constant. Therefore
\begin{align}
\frac{d\ln p}{d\ln t}&=\frac{aq}{p},&
\frac{du}{d\ln t}&=nu\,\frac{aq}{p},&
\frac{dH}{d\ln t}&=\frac{N}{1-u}\,nu\,\frac{aq}{p}.
\end{align}
Dividing the last expression by $H=-N\ln(1-u)$ removes $N$:
\begin{equation}
\beta=\frac{naq}{p}\;\frac{u}{(1-u)[-\ln(1-u)]}.
\label{eq:full}
\end{equation}
For small $u$ the denominator is $(1-u)(u+u^2/2+\dots)=u-u^2/2+\dots$, so the last factor is $1+u/2+\dots$. To leading order in $p^n$,
\begin{equation}
\beta=\frac{n\,a\,c\,t^a}{p_0+c\,t^a}.
\label{eq:main}
\end{equation}

\textbf{Q:} You dropped terms in $u$. Does that restrict you to the first few failures?

\textbf{A:} No. The small quantity is the failure probability of one column, not of the structure. With many columns, $H=Np^n$ can be of order one while $p^n$ is tiny. What needs low $F$ is replacing $W$ by $\ln F$, which we have not done.

\textbf{Q:} What are the two ends of (\ref{eq:main})?

\textbf{A:} When $q\gg p_0$, with $p$ still small, $\beta\to na$, the slope without initial defects. When $q\ll p_0$,
\begin{equation}
\beta\simeq \frac{na\,c\,t^a}{p_0}\to0 .
\end{equation}
The two contributions are equal at $t_x=(p_0/c)^{1/a}$, where $\beta=na/2$. If $p_0=0$, the slope is $na$ from the start.

\section{Why the slope can vanish}

\textbf{Q:} A slope of zero sounds as though nothing breaks at early times. Yet initial defects should make early failures more likely.

\textbf{A:} They do. The plot becomes flat because it approaches a floor, not because failures are absent:
\begin{equation}
W\to\ln H_0\simeq\ln N+n\ln p_0,\qquad H_0\simeq Np_0^n .
\end{equation}
A fraction $1-e^{-H_0}$ of the structures is already broken at $t=0$. At early times the few new failures hardly change that total.

\textbf{Q:} Is there a picture for the values in between?

\textbf{A:} Look at a column that is wholly defective at time $t$. Each of its cells is a grown defect with probability $q/p$ and an initial one with probability $p_0/p$. The mean number of grown cells is $nq/p$, so (\ref{eq:main}) says that $\beta$ is $a$ times this mean. Only grown cells respond to the passage of time.

\textbf{Q:} But I would never stress a structure that is already shorted. I would test it first and discard it.

\textbf{A:} Then you are plotting another distribution. Suppose the test finds every dead part and creates no defects. The survival of the remaining parts is $S(t)/S(0)$, so their cumulative hazard is $H-H_0\simeq N(p^n-p_0^n)$. The derivative of $H$ is unchanged, and the screened slope is
\begin{equation}
\beta_s=\frac{1}{H-H_0}\frac{dH}{d\ln t}
=\frac{naq\,p^{n-1}}{p^n-p_0^n}.
\label{eq:screened}
\end{equation}
Expand $p^n=(p_0+q)^n$ by the binomial theorem. Subtracting $p_0^n$ removes the term with no grown cell:
\begin{equation}
p^n-p_0^n=\sum_{k=1}^n w_k,\qquad w_k=\binom nk q^kp_0^{n-k}.
\end{equation}
Since $dw_k/d\ln t=ak\,w_k$,
\begin{equation}
\beta_s=a\,\frac{\sum_{k\ge1}k\,w_k}{\sum_{k\ge1}w_k}=a\langle k\rangle_{k\ge1}.
\end{equation}
This is again $a$ times a mean number of grown cells, now given at least one. At early times $k=1$ dominates and $\beta_s\to a$, not zero. At late times $\beta_s\to na$. Between them it rises for $n\ge2$, because $d\langle k\rangle/d\ln q=\langle k^2\rangle-\langle k\rangle^2>0$. For $n=1$ the screened hazard is $Nct^a$ and the slope is $a$ throughout.

So the vanishing slope belongs to the population that includes parts dead at time zero. Screening removes those parts, but it leaves columns that lack a single defect, and these give the early slope $a$.

\section{Numbers for a comb structure}

\textbf{Q:} Show me that this matters for a plausible structure.

\textbf{A:} Take a comb structure in a low-$k$ dielectric with 18 nm spacing, 36 nm line height and 9 mm facing length. With 3 nm cells, $n=18/3=6$, and
\begin{equation}
N=\frac{36}{3}\times\frac{9\times10^6}{3}=3.6\times10^7 .
\end{equation}
Let $a=0.4$, $p_0=0.003$, and let 63.2\,\% have failed after $10^4$ s at 9 V, that is, at 5 MV/cm. At that level $H=1$, so
\begin{align}
p&=N^{-1/6}=0.0550,\qquad q=0.0550-0.0030=0.0520,\\
c&=\frac{0.0520}{(10^4)^{0.4}}=1.31\times10^{-3}\ \mathrm{s}^{-0.4}.
\end{align}
Here $p^n=2.8\times10^{-8}$, although most structures have failed, so the correction in (\ref{eq:full}) is negligible. The late slope is $na=2.4$, and $t_x=(0.003/0.001307)^{2.5}=8.0$ s. The model gives:

\begin{center}
\begin{tabular}{cccc}
$t$ (s) & $F$ & $\beta$ & $\beta_s$\\ \hline
$10^{-4}$ & $2.80\times10^{-8}$ & 0.026 & 0.411\\
$10^{-2}$ & $3.92\times10^{-8}$ & 0.155 & 0.470\\
$1$ & $2.30\times10^{-7}$ & 0.728 & 0.822\\
$10^{2}$ & $7.28\times10^{-5}$ & 1.760 & 1.760\\
$10^{4}$ & $0.632$ & 2.269 & 2.269
\end{tabular}
\end{center}

The floor is $H_0=2.62\times10^{-8}$, or 0.026 ppm. The first row lies just above it, so $\beta$ is nearly zero while $\beta_s$ is close to $a=0.4$. By 100 s the time-zero failures are a negligible part of the total, and screening no longer affects the slope.

\textbf{Q:} Does a small slope at least mean that the failure rate is falling?

\textbf{A:} The rate needs its own calculation:
\begin{equation}
\frac{dH}{dt}=Nn\,p^{n-1}a\,c\,t^{a-1},\qquad
\frac{d\ln(dH/dt)}{d\ln t}=(n-1)\frac{aq}{p}+a-1 .
\end{equation}
For $a<1<na$ this derivative starts negative and ends positive. The rate is lowest when
\begin{equation}
\frac qp=\frac{1-a}{(n-1)a}=\frac{0.6}{5\times0.4}=0.30 .
\end{equation}
Then $q=(0.3/0.7)p_0=0.00129$ and $t=0.96$ s. Before that time the rate falls, and after it the rate rises. At the minimum $\beta=2.4\times0.30=0.72$, so a slope below one does not by itself imply a falling rate here. For a straight Weibull line it would.

\section{Reading the plot by failure level}

\textbf{Q:} I read a Weibull plot at a failed fraction, not at a known $c$. Can the slope be written that way?

\textbf{A:} Yes. For small $p^n$, $H=Np^n$ and $H_0=Np_0^n$, so $p_0/p=(H_0/H)^{1/n}$. With $q/p=1-p_0/p$,
\begin{equation}
\beta=na\left[1-\left(\frac{H_0}{H}\right)^{1/n}\right].
\label{eq:level}
\end{equation}
Time and $c$ have dropped out. At 1 ppm,
\begin{equation}
\beta=2.4\left[1-(0.0262)^{1/6}\right]=2.4(1-0.545)=1.09 .
\end{equation}
The sixth root makes the approach to $na$ slow. Even with $H$ about 38 times $H_0$, the slope is less than half its late value.

\textbf{Q:} Then extrapolating from the middle of the distribution is risky?

\textbf{A:} In this model the direction of the error is fixed. Differentiating (\ref{eq:main}),
\begin{equation}
\frac{d\beta}{d\ln t}=na\left(\frac{aq}{p}-\frac{aq^2}{p^2}\right)=\frac{na^2q\,p_0}{p^2}>0 ,
\end{equation}
where $p-q=p_0$ was used. The curve is convex and lies above its tangents, so it reaches a low failed fraction at an earlier time than the tangent does. At 63.2\,\% failed, $W=0$ and $\beta=2.269$. The tangent puts the 1 ppm life at
\begin{equation}
t=10^4\exp\left(\frac{\ln10^{-6}}{2.269}\right)\ \mathrm{s}\simeq 22.7\ \mathrm{s}.
\end{equation}
In the model, $H=10^{-6}$ requires $p=0.0550\times(10^{-6})^{1/6}=0.00550$. Thus $q=0.00250$ and $t=(0.00250/0.001307)^{2.5}\simeq5.1$ s. The tangent overestimates this life by a factor of 4.5.

\textbf{Q:} What if the product has a much larger area than the test structure?

\textbf{A:} Keep the spacing, the stress and $p_0$ fixed, and multiply $N$ by 1000. At a fixed time $W$ rises by $\ln1000$ and the slope is unchanged. At a fixed failed fraction the slope falls, because $H_0$ is 1000 times larger. At 100 ppm it drops from 1.79 to
\begin{equation}
2.4\left[1-\left(\frac{2.62\times10^{-5}}{10^{-4}}\right)^{1/6}\right]=0.48 .
\end{equation}
About 26 ppm of the large structures are dead at time zero, so without screening there is no time at which the failed fraction is as low as 1 ppm.

\section{What a real dielectric does differently}

\textbf{Q:} Real lines are not uniformly spaced. Does that spoil your result?

\textbf{A:} It moves the numbers a great deal. The example's inputs are round values meant for the regime of accelerated tests on narrow low-$k$ spacings. The field is far above that of normal operation, so the times above are stress times, not product lives. The cell size, $a$ and $p_0$ are model parameters, not measured properties of a material. One assumption that real dies break is that they all have the same spacing. Let the spacing vary between dies with a standard deviation of 0.5 nm at fixed voltage. Let growth in time speed up as $\exp(\gamma\,\Delta E)$, with a rough $\gamma=4$ cm/MV, and let $n$ vary in proportion to the spacing, with $p^n$ evaluated at fractional $n$. The slope at 63.2\,\% then falls from 2.27 to 1.13, and the 1 ppm life falls from 5.1 s to 1.7 s. The low-failure numbers depend strongly on how $n$ is treated. If a die instead holds a proportional mix of columns with the two neighbouring whole numbers of cells, the slope at 63.2\,\% is 1.02, the slope at 1 ppm is 0.19, the 1 ppm life is 0.014 s and the floor rises to 0.60 ppm. If $n$ is held at 6, the slope at 63.2\,\% is 1.40 and the 1 ppm life is 4.0 s.

\textbf{Q:} With that much broadening, could I still see the curvature?

\textbf{A:} Yes, if the data reach low enough failed fractions. The numbers in this answer are for fractional $n$. In the mixed population the slope is 1.13 at 63.2\,\%, about 1.9 at 1\,\% and 1.00 at 1 ppm, against 2.27, 2.12 and 1.09 for identical dies. With this rule for $n$, the spread in spacing lowers the slope mainly at the upper end of the plot, and the initial defects lower it at the lower end. Similar slopes at two distant levels therefore do not exclude initial defects. Nor is the direction of the extrapolation error still fixed. The tangent at 63.2\,\% now puts the 1 ppm life at about 0.05 s, far below the 1.7 s of the mixed population, while the tangent at 1\,\% puts it at about 4.5 s, which is too long. The early limit survives the mixing: at about $10^{-12}$ s, a purely mathematical time, the calculated slope is below $10^{-3}$. The floor remains, at 0.042 ppm.

\textbf{Q:} And if $p_0$ itself varies from die to die?

\textbf{A:} The floor depends on the mean of $p_0^6$, which weights the worst dies heavily. For a gamma distribution with a relative spread of 50\,\%, the shape parameter is $1/0.5^2=4$, and
\begin{equation}
\frac{\langle p_0^6\rangle}{\langle p_0\rangle^6}
=\frac{4\cdot5\cdot6\cdot7\cdot8\cdot9}{4^6}=14.8 .
\end{equation}
Time-zero failures rise by this factor at the same mean $p_0$. With uniform spacing restored, the slope at 1 ppm drops from 1.09 to 0.37, and the life there from 5.1 s to 0.65 s. With the two spreads assumed here and fractional $n$, this is the larger effect at 1 ppm. Other spreads could reverse the order, and the mix of whole-number columns, with its 1 ppm life of 0.014 s, does reverse it.

\textbf{Q:} The power law must also saturate eventually.

\textbf{A:} Replace (\ref{eq:p}) by $p=1-(1-p_0)\exp(-\kappa t^a)$, in which the growth of $p$ is proportional to the fraction of cells still sound. At the same $p$, the slope at 63.2\,\% changes from 2.27 to 2.21, which is minor here.

\textbf{Q:} My last objection is to the columns. Why should a breakdown path be straight?

\textbf{A:} It need not be. If each step to the next layer may go to any of nine cells, there are $N9^{n-1}$ paths, if losses at the edges of the array are ignored (for an array 12 cells high they remove about 17\,\% of the paths). At the same $p$, $H$ grows by $9^5=59049$, which is not a small change. To restore the same $H$, both $p_0$ and $c$ must be divided by $9^{5/6}=6.24$, so $p_0$ becomes $4.8\times10^{-4}$. The ratio $q/p$ is then unchanged, and so is (\ref{eq:main}) at leading order. A $p_0$ fitted with straight columns is thus an effective parameter, not a literal density of defective cells.

\textbf{Q:} Those paths share cells. Are they still independent?

\textbf{A:} No, and the first correction comes from pairs of paths that differ in one cell. In one lateral direction, two successive steps reach the five possible offsets in $1,2,3,2,1$ ways. Averaged over paths, the number of possible middle cells is $(1+4+9+4+1)/9=19/9$. With two lateral directions, an inner cell has on average $(19/9)^2-1=3.46$ alternatives, and an end cell has 8. The number of pairs per path is
\begin{equation}
K=\tfrac12\left(4\times3.46+2\times8\right)=14.9 .
\end{equation}
Each pair occupies $n+1$ cells. When all of them are defective, the leading term counts two broken paths where one is enough, so $p^{n+1}$ must be subtracted once for each pair:
\begin{equation}
H\simeq N9^{n-1}p^n(1-Kp).
\end{equation}
At 63.2\,\%, $p=0.0550/6.24=0.0088$ and $Kp=0.13$. Differentiating $\ln H$ gives the slope change
\begin{equation}
-\frac{aq}{p}\,\frac{Kp}{1-Kp}\simeq-0.06 .
\end{equation}
Sideways detours within a layer also need at least one extra cell. They add ways to fail, so they act against this correction, and they are not included. Higher-order overlaps of forward paths reduce the change to about $-0.05$, and detours to all eight neighbours in a layer, counted at first order, would bring it to about $-0.03$. This is therefore an estimate of size, not a complete correction.

\textbf{Q:} So what would convince you that a flattening plot comes from initial defects?

\textbf{A:} Flattening alone would not. Within this model I would look for time-zero failures that scale with area, and for an early slope that rises towards $a$ when those parts are removed from the data. A spread between dies leaves both signs in place while the failed fraction is low, but it changes the number of dead parts and the times at which the slope is close to $a$. That spread has to be known before a value of $p_0$ is read from such data. There is also a practical limit. In the example with identical dies, only about one structure in $4\times10^7$ is dead at the start, and the screened slope is close to $a$ only well below 1 s. Neither sign could be seen there in a test of ordinary size.

\section*{Computed results}
\begin{verbatim}
spacing 18 nm, line height 36 nm, cell 3 nm
facing length 9 mm, voltage 9 V, field 5.0 MV/cm
layers n = 6, columns N = 3.600e+07
growth exponent a = 0.4, initial probability p0 = 0.003
63.2 % life = 1e+04 s, p there = 0.05503
q at 63.2 % life = 0.05203, c = 1.3070e-03 s^-a
p^n at 63.2 % life = 2.778e-08
late slope n*a = 2.40
time-zero hazard H0 = 2.624e-08 = 0.0262 ppm failed
time-zero weibit = -17.46
crossover time t_x = 7.982 s, slope there = 1.200
time (s) | p | failed fraction | slope | slope of screened parts
1e-04 | 0.003033 | 2.802e-08 | 0.0260 | 0.4110
1e-02 | 0.003207 | 3.918e-08 | 0.1550 | 0.4696
1e+00 | 0.004307 | 2.298e-07 | 0.7283 | 0.8222
1e+02 | 0.011247 | 7.284e-05 | 1.7598 | 1.7604
1e+04 | 0.055032 | 6.321e-01 | 2.2692 | 2.2692
slope at 1 ppm failed = 1.092
slope at 100 ppm failed = 1.793
slope at 63.2 % failed = 2.269
failure-rate minimum: q/p = 0.300, time = 0.960 s
life at 1 ppm, model = 5.077 s
life at 1 ppm, tangent from 63.2 % = 22.691 s
overestimate by tangent = factor 4.47
area x1000: failed at time zero = 26.24 ppm
area x1000: slope at 100 ppm = 0.480
Neglected effects:
spacing spread 0.5 nm, field coefficient 4.0 cm/MV
  slope at 63.2 % = 1.128, life = 10917 s
  slope at 1 ppm = 0.998, life = 1.718 s
  failed at time zero = 0.0419 ppm
p0 spread 50 %: time-zero failures x 14.77
  slope at 1 ppm = 0.366, life = 0.652 s
saturating growth: slope at 63.2 % = 2.209
crooked paths: H at fixed p x 59049
  p divided by 6.240 for same H; p0 becomes 4.807e-04
  overlap correction to H at 63.2 % = -13.2 %
  resulting slope change at 63.2 % = -0.057
\end{verbatim}
